# Variance of a Fitted Arrhenius Energy and Best Two-Temperature Test Split, part 2

Nominally identical metal lines are run to failure at the same current density in a cold oven at absolute temperature $T_c$ and a hot oven at $T_h>T_c$. The lifetimes $t$ give an activation energy $E$, and the question is how to divide the tests between the ovens. The model is

$$
y\equiv\ln\frac{t}{t_0}=a+Eb+\sigma e,\qquad b=\frac{1}{k_BT}.
$$

Here $t_0$ is a fixed unit of time, $a$ is a constant, $\sigma$ is the unitless scatter and $e$ is a standard normal random number, independent for each line. The median lifetime is $t_0e^{a+Eb}$. Energies are in eV and $b$ is in inverse eV.

The ovens hold $n_c$ and $n_h$ tests, $N=n_c+n_h$, with mean log lifetimes $\bar y_c$ and $\bar y_h$. With $b_c$ and $b_h$ the values of $b$ in the two ovens,

$$
D=b_c-b_h=\frac{T_h-T_c}{k_BT_cT_h}.
$$

The least-squares line passes through both means, so

$$
E_{\rm fit}=\frac{\bar y_c-\bar y_h}{D}.
$$

For complete data and common scatter,

$$
\boxed{\operatorname{Var}(E_{\rm fit})=\frac{\sigma^2}{D^2}\left(\frac1{n_c}+\frac1{n_h}\right)}
$$

This holds at finite $N$ and needs independent errors of common finite variance, but not their normal shape. For normal errors, no unbiased estimator has a smaller variance. At equal cost per test and even $N$, the best split is

$$
\boxed{n_c=n_h=\frac N2,\qquad \operatorname{Var}_{\min}(E_{\rm fit})=\frac{4\sigma^2}{ND^2}}
$$

If $\sigma$ is estimated from the residuals, intervals for $E$ use a Student factor with $N-2$ degrees of freedom. Simulations checked this coverage with four tests in each oven, and checked the variance formula for general temperatures with lines at 523, 560 and 598 K.

The example has $E=0.90$ eV, $\sigma=0.40$, $N=40$, $T_c=523$ K, $T_h=598$ K and $D=2.783$ per eV. Its minimum standard error is 0.0455 eV.

### Unequal scatter or unequal cost

Let the scatters be $\sigma_c$ and $\sigma_h$, and let one test cost $c_c$ in the cold oven and $c_h$ in the hot one. The fixed budget is $C=c_cn_c+c_hn_h$. The line still passes through the two means, so

$$
\operatorname{Var}(E_{\rm fit})=\frac1{D^2}\left(\frac{\sigma_c^2}{n_c}+\frac{\sigma_h^2}{n_h}\right).
$$

Multiply by the budget and expand:

$$
D^2C\operatorname{Var}=\sigma_c^2c_c+\sigma_h^2c_h+\sigma_c^2c_h\frac{n_h}{n_c}+\sigma_h^2c_c\frac{n_c}{n_h}.
$$

The product of the last two terms is $\sigma_c^2\sigma_h^2c_cc_h$, whatever the split. Two positive numbers with a fixed product have the smallest sum when they are equal, and that sum is twice the square root of the product. Therefore

$$
\operatorname{Var}(E_{\rm fit})\ge\frac{(\sigma_c\sqrt{c_c}+\sigma_h\sqrt{c_h})^2}{CD^2}.
$$

Equality requires $\sigma_c^2c_hn_h^2=\sigma_h^2c_cn_c^2$, or

$$
\boxed{\frac{n_c}{n_h}=\frac{\sigma_c/\sqrt{c_c}}{\sigma_h/\sqrt{c_h}}}
$$

before rounding to whole tests. More tests go where the scatter is large, and fewer where they are expensive. Equal scatter and equal cost return the equal split.

Suppose that the cold scatter is 0.5 and the hot scatter stays at 0.4, with equal costs. The rule gives $40\times0.5/0.9=22.2$ cold tests, and the best whole number is 22. Keeping 20 in each oven costs 1.2 percent in variance relative to that best split. The equal split is therefore tolerant of a moderate error in the assumed scatter.

Costs enter the rule through their square roots, so a given ratio of costs matters less than the same ratio of scatters. Cost ratios can be much larger, however. If many lines share an oven and the expense lies in preparing each sample, equal cost may be a fair description. If instead the cost of a test is proportional to the median time for which it occupies a test position, the cost ratio is

$$
\frac{c_c}{c_h}=e^{ED}=e^{0.90\times2.783}=12.2.
$$

With equal scatter the best cold share is $1/(1+\sqrt{12.2})=0.222$. At the same budget, an equal split then has 1.31 times the smallest variance. The condition of equal cost is thus a real part of the rule. A numerical minimization at this cost ratio gave the same share, and also agreed with the general rule when the cold scatter was changed to 0.5.

### If the aim is the lifetime in use

An activation energy may be wanted in order to extrapolate a lifetime to a use temperature $T_u<T_c$. That is a different target. The fitted log median at $b_u=1/(k_BT_u)$ is

$$
\bar y_h+\frac{b_u-b_h}{D}(\bar y_c-\bar y_h)=w_c\bar y_c+w_h\bar y_h,
$$

where

$$
w_c=\frac{b_u-b_h}{D},\qquad w_h=1-w_c=\frac{b_c-b_u}{D}.
$$

For a use temperature below both ovens, $w_c>1$ and $w_h<0$. The variance is

$$
\sigma^2\left(\frac{w_c^2}{n_c}+\frac{w_h^2}{n_h}\right).
$$

This has the form just minimized, with $\sigma|w_c|$ and $\sigma|w_h|$ in place of the two scatters. At equal cost,

$$
\frac{n_c}{n_h}=\frac{|w_c|}{|w_h|},\qquad \operatorname{Var}_{\min}=\frac{\sigma^2(|w_c|+|w_h|)^2}{N}
$$

before rounding. If $b_u=b_c$, then $w_h=0$ and all tests belong in the cold oven. This is sensible, since the cold median is then the quantity sought, but such an experiment can't determine $E$. As $b_u$ grows far beyond $b_c$, the ratio $|w_c|/|w_h|$ tends to one. The error of a long extrapolation is dominated by the slope, and the equal split returns.

For $T_u=378$ K the weights are 4.059 and $-3.059$. The best cold count is $40\times4.059/7.117=22.8$, or 23 as a whole number. The standard error of the log median is 0.450 at this split and 0.455 at the equal split. The choice between the two aims hardly matters here: the equal split costs about 2 percent in variance relative to the best one for use life.

The extrapolation itself is costly. One standard error at the equal split multiplies or divides the predicted median by $e^{0.4545}=1.58$. This concerns the median at the same current density as in the tests. A product limit set by early percentiles also needs the error of $\sigma$ and the shape of the lower tail.

### Stopping the tests at 1000 hours

With an assumed hot median of 50 h, the cold median is $50\times12.24=612$ h. Some cold lines will outlive a 1000 h experiment. On the standard scale of the log lifetime, the stop lies at

$$
c=\frac{\ln(1000/612)}{0.40}=1.23
$$

above the cold median, and 11 percent of the cold lines are expected to be unfailed. For the hot oven the corresponding value is $\ln(1000/50)/0.40=7.5$, so practically all hot lines fail.

An unfailed line still carries information: its lifetime exceeds the stop time. Its likelihood is $R(c)$, the probability that a standard normal number exceeds $c$. Let $\mu=a+Eb$ and let $\varphi$ be the standard normal density. Since $dR/dc=-\varphi$, $\partial c/\partial\mu=-1/\sigma$ and $\partial c/\partial\sigma=-c/\sigma$,

$$
\frac{\partial\ln R}{\partial\mu}=\frac{\varphi(c)}{\sigma R(c)},\qquad
\frac{\partial\ln R}{\partial\sigma}=\frac{c\,\varphi(c)}{\sigma R(c)}.
$$

For a line that fails at standardized log lifetime $z$, the same derivatives of the log density are $z/\sigma$ and $(z^2-1)/\sigma$. The chain rule turns the derivative with respect to $\mu$ into those with respect to $a$ and $E$, with factors $1$ and $b$.

Let $g$ be the vector of total derivatives with respect to $(a,E,\sigma)$, and let $I=\langle gg^{T}\rangle$. Differentiating the identity $\langle g\rangle=0$ once more shows that $I$ is also minus the mean matrix of second derivatives of the log likelihood. Near the true constants, the condition for maximum likelihood is then, for many tests,

$$
0\approx g-I\,\Delta,\qquad \Delta\approx I^{-1}g,
$$

where $\Delta$ is the error of the fitted constants. Its covariance is $I^{-1}II^{-1}=I^{-1}$. This is a large-sample result, unlike the finite-sample variance for complete data.

Evaluated for 20 tests in each oven, it gives a standard error of 0.0457 eV, against 0.0455 eV for complete data. The best cold count remains 20. Stopping at 1000 h thus costs little in this example, provided that the unfailed lines enter the likelihood as described. Discarding them would bias the result: it removes the longest cold lifetimes, lowers $\bar y_c$ and so lowers the fitted energy.

### A weak subpopulation

Suppose that a fraction $p$ of the lines in both ovens has a defect that shortens the lifetime by a factor $q$. The log lifetime of each line then contains an extra term $-B\ln q$, where $B$ is one with probability $p$ and zero otherwise, independently of $e$. Because $B^2=B$, the variance of $B$ is $p-p^2=p(1-p)$. The total scatter is

$$
\sigma_{\rm tot}^2=\sigma^2+p(1-p)(\ln q)^2.
$$

The mean shift $-p\ln q$ is the same in both ovens and cancels from the energy. The variance formula still holds with $\sigma_{\rm tot}$, since it needs no normal shape. The proof that no unbiased estimator does better no longer applies, because that proof used the normal density.

For $p=0.05$ and $q=5$,

$$
\sigma_{\rm tot}=\sqrt{0.16+0.0475\times(\ln5)^2}=0.532.
$$

The standard error at the equal split rises from 0.0455 to 0.0605 eV, by about a third. A simulation of 100,000 such experiments agreed with the predicted variance within its tolerance of 2.5 percent. This value belongs to least squares. For the same mixture, an outlier-resistant biweight fit scatters by about 0.051 eV, and maximum likelihood for the two-component model with $p$, $q$ and $\sigma$ known by about 0.048 eV. If the mean shift $-p\ln q$ differed between the ovens, it wouldn't cancel and the energy would be biased.

### Errors that more tests don't remove

The variance describes scatter about a correct straight line. A wrong temperature or a wrong law moves the line itself.

Let the true inverse thermal energies differ by $D'$ while the analysis uses $D$. The mean log lifetimes differ by $ED'$, so the fit tends to

$$
E_{\rm app}=E\frac{D'}{D}.
$$

If Joule heating makes the metal 5 K hotter than the oven in both tests, the temperature gap is unchanged but the product of the temperatures grows. Using $D=(T_h-T_c)/(k_BT_cT_h)$,

$$
E_{\rm app}-E=0.90\left(\frac{523\times598}{528\times603}-1\right)\text{eV}=-0.016\ \text{eV}.
$$

If the line in use is at 378 K without such heating, as at a much lower current density, this temperature error alone makes the extrapolated median 0.72 times the true one. If the same 5 K rise persists in use, the factor is 1.04. An equal rise in both ovens is itself an idealization: at fixed current density the heating grows with the resistivity, and a rise of 5 K cold and 5.6 to 5.8 K hot shifts the energy by only $-0.008$ to $-0.010$ eV. If just the hot oven is 2 K hotter than its reading, the energy is too high by 0.021 eV and the extrapolated median is 1.19 times the true one.

Such a shift doesn't shrink with $N$. The standard error falls to 0.021 eV at about

$$
N=40\left(\frac{0.0455}{0.0209}\right)^2\approx190
$$

tests. Beyond that number, the shift from a 2 K error in the hot oven alone is larger than one standard error of the fit.

A second error comes from the form of the law. Suppose that the true median has an additional factor $T$. The apparent energy changes by

$$
\frac{\ln T_c-\ln T_h}{D}=\frac{\ln(523/598)}{2.783}\ \text{eV}=-0.048\ \text{eV},
$$

slightly more than one standard error. Yet the extrapolated median is 0.92 times the true one, a modest change. The fit absorbs the average slope of $\ln T$, and what it misses is the curvature. As a function of $b$, $\ln T$ equals $-\ln b$ plus a constant. Its second derivative is $1/b^2>0$, so beyond the fitted interval it lies above the straight line through the two ovens. The prediction is therefore too short. The prefactor matters more when the energy is compared with a calculated barrier than when the fitted line is used to predict a lifetime.

A second transport path bends the line the other way. Let the rates of two parallel paths add, and let the median lifetime be inversely proportional to their sum. If the second path has energy $E_2$ and supplies a fraction $v$ of the rate in the hot oven,

$$
r(b)\propto(1-v)e^{-E(b-b_h)}+v\,e^{-E_2(b-b_h)}.
$$

The local slope of the log lifetime is

$$
-\frac{d\ln r}{db}=(1-p_2)E+p_2E_2,
$$

where $p_2(b)$ is the second path's share of the rate. For $E_2>E$ this share falls on cooling, and the slope falls with it. The straight line fitted between the ovens is then too steep at use temperature and predicts too long a life. With the assumed values $E_2=1.2$ eV and $v=0.10$, the apparent energy is 0.021 eV above 0.90 eV, and the extrapolated median is 1.14 times the true one. For $E_2<E$ the share $p_2$ grows on cooling and the slope again falls, since its derivative with respect to $b$ is $-p_2(1-p_2)(E_2-E)^2$ in either case. The error can then be much larger: $E_2=0.6$ eV with $v=0.10$ puts the apparent energy 0.044 eV below 0.90 eV and makes the extrapolated median 2.35 times the true one.

### The copper case

The chosen energy, scatter and oven temperatures are rough typical values for copper damascene lines whose main transport path is an interface. The 50 h hot median, the weak fraction and the second path are assumptions made to give the effects a size. Real lines need not share one scatter, one temperature offset or one mechanism. In this example a weak subpopulation raises the random error of the least-squares fit to 0.0605 eV, while the temperature and model errors shift the energy by 0.016 to 0.048 eV. If the tests are run at a higher current density than in use, a second extrapolation is needed, which isn't included here.

For the energy itself, the equal split is the design to choose when tests cost the same, the scatter is similar in both ovens and one mechanism spans the range. Under those conditions, accurate metal temperatures deserve attention before fine adjustments of the split. So does a wider temperature gap, as far as the mechanism and the available test time allow. If cost follows the median test time instead, the smallest variance at fixed budget is proportional to $(1+e^{ED/2})^2/D^2$. With the hot oven held at 598 K this is least for a cold oven near 522 K, and moving the cold oven to 465 K raises the variance by a factor of 2.15. The main numerical results of both halves are collected in the output below.

## Computed results

```
Assumed energy: 0.90 eV; log scatter sigma: 0.40
Cold, hot, use temperatures: 523, 598, 378 K
Total tests: 40; stop time where used: 1000 h
Inverse thermal energy, cold: 22.1884 1/eV
Inverse thermal energy, hot: 19.4055 1/eV
Difference D: 2.7828 1/eV
Median life, hot: 50.0 h
Median life, cold: 611.9 h
Simulated/formula variance, 3 temperatures: 0.9979
Best cold count for energy: 20
Minimum energy variance: 0.002066 eV^2
Minimum standard error: 0.0455 eV
Same standard error: 0.001670 hartree
Student 97.5% quantile, 38 dof: 2.0244
95% half-width if estimated sigma is 0.4: 0.0920 eV
Standard error, 10 cold + 30 hot: 0.0525 eV
Variance ratio, 10+30 to equal: 1.3333
Tests for 0.02 eV error: formula 206.6, whole 207
Coverage with 4+4 tests, Student: 95.02 %
Coverage with 4+4 tests, normal: 90.19 %
Use-temperature weights, cold and hot: 4.0586, -3.0586
Best cold count for use life: 23 (continuous 22.81)
Log-life standard error at use, best split: 0.4501
Log-life standard error at use, equal split: 0.4545
One-error life factor at use, equal split: 1.575
Unfailed at stop, cold: 10.97 %
Stopped tests, equal split, error: 0.0457 eV (large sample)
Stopped tests, best cold count: 20
Stopped tests, variance equal/best: 1.00000
If cold sigma is 0.5, best cold count: 22
If cold sigma is 0.5, variance equal/best: 1.0122
Early failures: 5 %, life shorter by factor 5
With early failures, log scatter: 0.5320
With early failures, standard error: 0.0605 eV
Cold/hot cost ratio if cost follows median: 12.238
Best cold share at that cost ratio: 0.2223
Variance equal/best at that cost ratio: 1.3085
Below: energy shift; extrapolated/true median life at use
Joule heating 5 K in both ovens: -0.0159 eV; 0.723
Hot oven 2 K too hot: +0.0209 eV; 1.195
Prefactor proportional to T: -0.0482 eV; 0.918
Second path: 1.2 eV, 10 % of hot rate
Effect of second path: +0.0209 eV; 1.144
```
